# Fröhlich scattering in a parabolic band: benchmarking q-sums near threshold

## Question

I am testing Brillouin-zone sums for electron–phonon scattering on a case that should be solvable by hand: one electron in a parabolic band, $E=\hbar^2k^2/2m$, coupled to a dispersionless longitudinal optical phonon of energy $\hbar\omega_0$ by the Fröhlich interaction. I use round parameters: $m=0.1$ electron masses, $\hbar\omega_0=40$ meV, $\epsilon_\infty=10$, $\epsilon_s=12$ and $T=300$ K.

The angular integral leaves me with $\int dq/q$, but I get lost in the limits. The rate is supposed to reduce to inverse hyperbolic sines, one for absorption and one for emission.

My sums also disagree near the emission threshold. At $E=38$ meV, a Gaussian of width 4 meV gives an emission rate of $0.72\ \mathrm{ps^{-1}}$, although the electron cannot emit a phonon. At $E=40.8$ meV, reducing the width to 1 meV changes the rate from 2.17 to $1.91\ \mathrm{ps^{-1}}$, while linear tetrahedra give 2.03. Which number is right, and what error should each method have?

## Answer

At 40.8 meV the golden-rule value is $2.09\ \mathrm{ps^{-1}}$. None of your three sums is converged there. The tetrahedra come closest, and the wider Gaussian beats the narrower one only because its error changes sign nearby. Both the rate and the errors can be derived.

### The coupling and its prefactor

Assume weak coupling, empty final states, no free-carrier screening and no Umklapp. Take

$$H_{\rm ph}=\sum_q\hbar\omega_0a_q^\dagger a_q+\sum_q g_q\rho_q(a_q+a_{-q}^\dagger),\qquad \rho_q=\sum_i e^{i\mathbf q\cdot\mathbf r_i},$$

with $g_q$ real and even. For static charges, completing the square in each mode gives the energy $-\sum_q g_q^2|\rho_q|^2/\hbar\omega_0$. Two charges have $|\rho_q|^2=2+2\cos(\mathbf q\cdot\mathbf r)$, so the part that depends on their separation is

$$-\sum_q\frac{2g_q^2}{\hbar\omega_0}\cos(\mathbf q\cdot\mathbf r).$$

The lattice must change the repulsion from $e^2/(4\pi\epsilon_0\epsilon_\infty r)$ to $e^2/(4\pi\epsilon_0\epsilon_s r)$. Since $1/(4\pi r)$ has the Fourier transform $1/q^2$, this change is $-V^{-1}\sum_q (e^2\Lambda/\epsilon_0q^2)\cos(\mathbf q\cdot\mathbf r)$, where $\Lambda=1/\epsilon_\infty-1/\epsilon_s$. Comparison gives

$$g_q^2=\frac{e^2\hbar\omega_0\Lambda}{2\epsilon_0Vq^2}.$$

With $n=N$ for absorption and $n=N+1$ for emission, $N$ being the Bose number, the golden rule reads

$$W=\frac{2\pi}{\hbar}\,n\sum_q g_q^2\,\delta(E_{k+q}-E_k\mp\hbar\omega_0).$$

The upper sign is absorption. Now measure energies in $\hbar\omega_0$ and momenta in $q_0=\sqrt{2m\omega_0/\hbar}$. Then $x=E/\hbar\omega_0=k^2$, and the final energy is $p^2$ with $\mathbf p=\mathbf k+\mathbf q$. The sum supplies $Vq_0^3/(2\pi)^3$, the coupling $1/q_0^2$, and the delta function $1/\hbar\omega_0$. The prefactor is therefore

$$\frac{2\pi}{\hbar}\,\frac{q_0}{8\pi^3}\,\frac{e^2\Lambda}{2\epsilon_0}=\frac{e^2\Lambda q_0}{8\pi^2\epsilon_0\hbar}=\frac{\alpha\omega_0}{\pi},\qquad \alpha=\frac{e^2\Lambda}{4\pi\epsilon_0\hbar}\sqrt{\frac{m}{2\hbar\omega_0}},$$

because $\omega_0\sqrt{m/2\hbar\omega_0}=q_0/2$. Each process contributes $\alpha\omega_0nS$, with

$$S=\frac1\pi\int d^3p\,\frac{\delta(p^2-y_f)}{|\mathbf p-\mathbf k|^2},\qquad y_f=x\pm1.$$

### The limits of the logarithm

Return to $\mathbf q$ and let $\mu$ be the cosine of its angle with $\mathbf k$. The factor $q^2$ in $d^3q=2\pi q^2\,dq\,d\mu$ cancels the $1/q^2$ of the coupling:

$$S=2\int dq\int_{-1}^{1}d\mu\,\delta(q^2+2kq\mu\mp1)=\frac1k\int_{q_{\min}}^{q_{\max}}\frac{dq}{q}=\frac1k\ln\frac{q_{\max}}{q_{\min}}.$$

The limits follow from $|\mu|\le1$.

- **Absorption.** Here $|1-q^2|\le2kq$. The two inequalities give $\sqrt{k^2+1}-k\le q\le\sqrt{k^2+1}+k$.
- **Emission.** Here $1+q^2\le2kq$, or $(q-k)^2\le k^2-1$. Thus $k-\sqrt{k^2-1}\le q\le k+\sqrt{k^2-1}$, which requires $k\ge1$.

In both cases $q_{\min}q_{\max}=1$, so the logarithm is $2\ln q_{\max}$. For absorption, $\ln(k+\sqrt{k^2+1})=\operatorname{asinh}k$. For emission, set $u=\sqrt{k^2-1}$; then $q_{\max}=u+\sqrt{u^2+1}$ and its logarithm is $\operatorname{asinh}u$. Hence

$$W=\frac{2\alpha\omega_0}{\sqrt x}\left[N\operatorname{asinh}\sqrt x+(N+1)\,\theta(x-1)\operatorname{asinh}\sqrt{x-1}\right].$$

As $x\to0$, absorption tends to $2\alpha N\omega_0$. Just above threshold, with $\Delta=x-1\ll1$, emission is $2\alpha(N+1)\omega_0\sqrt\Delta$. The square root is the final density of states; the coupling stays finite because $q\approx q_0$. For $x\gg1$, $\operatorname{asinh}\sqrt x\approx\tfrac12\ln4x$, and the total falls as $\alpha\omega_0(2N+1)\ln(4x)/\sqrt x$.

Your parameters give $\alpha=0.0972$, $N=0.2704$ and $\omega_0=60.77\ \mathrm{ps^{-1}}$, so $\alpha\omega_0(N+1)=7.504\ \mathrm{ps^{-1}}$. At $x=1.02$, emission is

$$2(7.504)\frac{\operatorname{asinh}\sqrt{0.02}}{\sqrt{1.02}}=2(7.504)\frac{0.14095}{1.00995}=2.095\ \mathrm{ps^{-1}}.$$

Absorption adds 2.810, for a total of $4.904\ \mathrm{ps^{-1}}$. This is an out-scattering rate; momentum relaxation needs a different angular weight.

There is also a physical limit. The total corresponds to $\hbar W=3.2$ meV, whereas the electron is only 0.8 meV above threshold. The golden rule is not a reliable prediction of the lifetime there. It remains a valid benchmark for integration, since the sums approximate the same integral.

### What a Gaussian sum converges to

Keep $k$ fixed and let the final energy be any $y>0$. The radial integral of the delta function gives $\sqrt y/2$, and the angular integral gives

$$S(y)=\sqrt y\int_{-1}^{1}\frac{d\mu}{y+k^2-2k\sqrt y\,\mu}=\frac1k\ln\frac{k+\sqrt y}{|k-\sqrt y|}.$$

For $y<0$, $S=0$. A Gaussian sum on a sufficiently fine mesh gives

$$S_\sigma=\int_0^\infty dy\,S(y)\,\frac{e^{-(y-y_f)^2/\sigma^2}}{\sigma\sqrt\pi}.$$

The singular point $q=0$ has $y=k^2$, one phonon energy off shell. Its surroundings carry a weight of order $e^{-1/\sigma^2}$, negligible here, but the mesh must not contain the point itself.

Where $S$ is smooth over the Gaussian, expand it about $y_f$. The variance is $\sigma^2/2$, so the leading error is $\sigma^2S''(y_f)/4$. Differentiation gives

$$S'=\frac{1}{\sqrt y(k^2-y)},\qquad S''=-\frac{1}{2y^{3/2}(k^2-y)}+\frac{1}{\sqrt y(k^2-y)^2}.$$

On shell, $k^2-y_f=1$ for emission and $-1$ for absorption. Therefore

$$\delta S_{\rm em}=\frac{\sigma^2(2\Delta-1)}{8\Delta^{3/2}},\qquad \delta S_{\rm abs}=\frac{\sigma^2(2y_f+1)}{8y_f^{3/2}}.$$

The emission formula requires $\sigma\ll\Delta$, to stay clear of the band edge, and $\sigma\ll1$, to stay clear of the singularity at $y=k^2$. It vanishes at $\Delta=1/2$, so the close agreement of the 4 meV Gaussian at $x=1.5$ (8.0690 against $8.0692\ \mathrm{ps^{-1}}$) benefits from a cancellation. It does not certify that width at other energies.

At threshold the expansion fails because $S\approx2\sqrt y$ has a singular derivative. Substituting $t=y^2/\sigma^2$ gives

$$S_\sigma(x=1)\approx\frac{2}{\sigma\sqrt\pi}\int_0^\infty\sqrt y\,e^{-y^2/\sigma^2}dy=\sqrt{\frac\sigma\pi}\int_0^\infty t^{-1/4}e^{-t}dt=\Gamma(3/4)\sqrt{\frac\sigma\pi}.$$

The correct value is zero. Reducing the width fourfold only halves this false emission to leading order; the sums give 1.684 and $0.825\ \mathrm{ps^{-1}}$ for 4 and 1 meV. Your rate at 38 meV is the same leakage: the Gaussian tail reaches allowed final states. With a width of 1 meV it drops to $0.002\ \mathrm{ps^{-1}}$.

The odd behaviour at $x=1.02$ follows too. Near threshold, replacing $S$ by $2\sqrt y$ makes the relative error a function of $\Delta/\sigma$ alone. It is positive for small $\Delta/\sigma$, where leakage dominates, and negative for large $\Delta/\sigma$, where $S''<0$. For 4 meV the ratio is 0.2 and the error is $+3.8\%$ of the closed form; the $2\sqrt y$ form gives only $+1.6\%$ of this, and the higher terms of $S(y)$ supply the rest. For 1 meV the ratio is 0.8 and the error is $-8.9\%$ ($-9.2\%$ from $2\sqrt y$). The error passes through zero near $\sigma=3.5$ meV. The narrower width has moved you to the other side of the sign change. At this energy, convergence in $\sigma$ is not monotonic.

### How narrow a Gaussian the mesh can carry

Near a final sphere of radius $p$, the Gaussian occupies a shell of radial width $s=\sigma/(2p)$, provided $s\ll p$. A mesh of spacing $h$ adds Fourier components at $G=2\pi/h$ to the integral. The shell profile $e^{-(r-p)^2/s^2}$ suppresses them by

$$e^{-G^2s^2/4}=e^{-\pi^2s^2/h^2}.$$

So $h$ should not exceed about $\sigma/(2p)$. At $x=1.5$, $p=0.707$. With $h=0.05$, the ratio $s/h$ is 1.41 for 4 meV but 0.35 for 1 meV, and the suppression factors are about $3\times10^{-9}$ and 0.29. Shifting the mesh through 64 positions gives a standard deviation of $0.052\ \mathrm{ps^{-1}}$ for the narrow Gaussian and none at the printed precision for the wide one.

The mean over these positions equals a Gaussian sum on a mesh four times finer in each direction. The standard deviation, not the quality of that mean, tells you what to expect from one mesh.

### What linear tetrahedra do

Divide each cube into six tetrahedra sharing a body diagonal, and interpolate both the energy and $f=1/q^2$ linearly. In a tetrahedron of volume $v$, order the vertex energies as $e_1<e_2<e_3<e_4$ and let $y_f$ lie between $e_1$ and $e_2$. The energy plane cuts edge $1j$ at the fraction $(y_f-e_1)/(e_j-e_1)$. The corner below it has $v$ times the product of three such fractions as its volume. The energy derivative of that volume is the delta integral, and a linear $f$ averages over a triangle to the mean of its corner values. This gives $T_1$, where

$$T_i=\frac{3v(y_f-e_i)^2}{\prod_{j\ne i}(e_j-e_i)}\left[f_i+\frac13\sum_{j\ne i}(f_j-f_i)\frac{y_f-e_i}{e_j-e_i}\right].$$

Between $e_2$ and $e_3$, the cone from vertex 1 extends beyond the tetrahedron. The surplus is a small tetrahedron with its apex at vertex 2. The factor $e_1-e_2$ makes $T_2$ negative, so $T_1+T_2$ removes the surplus. Between $e_3$ and $e_4$ the section is a triangle around vertex 4 and the result is $-T_4$. Summing over tetrahedra and dividing by $\pi$ gives $S$. The formula needs distinct vertex energies: $T_1+T_2$ loses accuracy as $e_2\to e_1$ and is undefined at equality. Equal energies occur on unshifted or cube-centred meshes, so use a generic offset or take the limit analytically.

Near the emission threshold the error comes mainly from the energy. Let $t_i$ be the fractional coordinates in a cube. Along one axis, linear interpolation of $(a+th)^2$ between $t=0$ and $t=1$ exceeds the true value by

$$a^2+t(2ah+h^2)-(a+th)^2=h^2t(1-t).$$

The three axes add, so the energy is too high by $h^2\sum_it_i(1-t_i)$. Each $t_i(1-t_i)$ averages to $1/6$, making the mean shift $h^2/2$. For $h\ll\sqrt\Delta$, averaging over mesh positions replaces $S(y_f)$ by $S(y_f-h^2/2)$ to first order. Since $S'=1/\sqrt\Delta$ for emission,

$$\delta S_{\rm tet}\approx-\frac{h^2}{2\sqrt\Delta},\qquad \frac{\delta S_{\rm tet}}{S}\approx-\frac{h^2}{4\Delta}\quad(\Delta\ll1).$$

At $x=1.02$ and $h=0.05$, the predicted rate error is $-7.504\times0.0025/(2\times0.1414)=-0.066\ \mathrm{ps^{-1}}$. The averaged sum gives $2.0283-2.0947=-0.0664\ \mathrm{ps^{-1}}$, as predicted.

Farther from threshold the interpolation of $f$ matters. Its mean diagonal error is $(h^2/12)\nabla^2f=h^2/(6q^4)$. The on-shell integral of $1/q^4$, with the same $1/\pi$, is $2\sqrt{y_f}/(k^2-y_f)^2=2\sqrt{y_f}$, so this adds $+h^2\sqrt{y_f}/3$. Its size relative to the energy term, $h^2/(2\sqrt{y_f})$, is $2y_f/3$: it is the larger of the two once $y_f>3/2$, which includes absorption at $x=1.02$. Mixed derivatives contribute in proportion to $k_xk_y+k_yk_z+k_zk_x$, which vanishes for the direction used here, $(2,2,-1)/3$. At $x=1.5$ the two terms give $7.504(-0.00177+0.00059)=-0.009\ \mathrm{ps^{-1}}$, matching the averaged sum. This result and the crossover at $y_f=3/2$ belong to this direction. For $\mathbf k$ along the shared body diagonal, the mixed term adds $+0.012\ \mathrm{ps^{-1}}$ at $x=1.5$ and the total error changes sign, to $+0.003\ \mathrm{ps^{-1}}$.

A single mesh also has a position-dependent error. With $f$ set to one, an energy-error harmonic $\eta_Ge^{i\mathbf G\cdot\mathbf p}$ changes the sum by

$$-\eta_G\frac{d}{dy}\left[2p\,\frac{\sin Gp}{Gp}\right]=-\eta_G\frac{\cos Gp}{p},\qquad p=\sqrt y.$$

A uniform shift $\eta_0$ gives $-\eta_0/p$. Both are of order $h^2/p$, but the harmonic changes sign as the mesh moves. At $x=1.02$ and $h=0.05$ the standard deviation is 0.005 to $0.006\ \mathrm{ps^{-1}}$, depending on the positions sampled, well below the mean error. The first-order law gives only its order of magnitude at this spacing, and the factor $\cos Gp$ means the scatter does not fall steadily with $h$.

Below threshold this tetrahedron sum gives zero emission: every vertex energy $p^2$ is nonnegative, and linear interpolation cannot go below the lowest vertex. The opposite failure is possible just above threshold. If $p=0$ sits at a cube centre, the nearest vertices have energy $3h^2/4$, and a smaller final-state pocket is missed completely. For $h=0.05$ this can happen up to 0.075 meV above threshold.

### Using the benchmark

For emission near threshold, use tetrahedra with $h^2/(4\Delta)$ well below your tolerated relative error: this is the average over mesh positions, and a single mesh can exceed it. The estimate is derived for an isotropic parabolic band and a dispersionless phonon on a cubic mesh; other bands change the coefficient. With Gaussians, first refine the mesh at fixed $\sigma$, then reduce $\sigma$ and refine again; agreement at one energy is insufficient.

Absorption is a useful control because its final energy is at least one phonon energy above the band edge. At $x=1.02$ the closed form is $2.810\ \mathrm{ps^{-1}}$, while the 4 meV Gaussian and the tetrahedra both give 2.813. A method can therefore pass the absorption check to about 0.1% and still fail for emission at the same electron energy. The numerical output below compares the methods for emission at five energies.

## Calculated quantities

```
effective mass = 0.10 electron masses
phonon energy = 40.0 meV; T = 300 K
eps_inf = 10.0; eps_static = 12.0
alpha = 0.09720; Bose number N = 0.27037
w0 = 60.7707 rad/ps; q0 = 0.32402 1/nm
alpha*w0*N = 1.59711 1/ps
alpha*w0*(N+1) = 7.50419 1/ps
Closed-form rates: x, absorption, emission, total [1/ps]
  0.50  2.97454  0.00000  2.97454
  0.95  2.82938  0.00000  2.82938
  1.00  2.81529  0.00000  2.81529
  1.02  2.80975  2.09465  4.90440
  1.10  2.78812  4.45298  7.24110
  1.50  2.69079  8.06919  10.75998
  3.00  2.42870  9.93207  12.36077
x=1.02: hbar*W = 3.2281 meV; distance to threshold = 0.800 meV
Benchmark mesh h = 0.050 q0 = 0.01620 1/nm
Number of mesh positions = 64
Emission: mean +/- standard deviation [1/ps]
  x, exact, Gaussian 4 meV, Gaussian 1 meV, tetrahedron
  0.95  0.0000  0.7176+/-0.0000  0.0024+/-0.0000  0.0000+/-0.0000
  1.00  0.0000  1.6838+/-0.0000  0.8255+/-0.0000  0.0000+/-0.0000
  1.02  2.0947  2.1743+/-0.0000  1.9087+/-0.0000  2.0283+/-0.0056
  1.10  4.4530  4.1740+/-0.0000  4.4376+/-0.0004  4.4255+/-0.0037
  1.50  8.0692  8.0690+/-0.0000  8.0692+/-0.0520  8.0603+/-0.0018
Absorption at x=1.02, one mesh position [1/ps]:
  exact 2.80975; Gaussian 4 meV 2.81347; tetrahedron 2.81313
Reduced errors (dimensionless): computed, leading law
  Gaussian emission, x=1.20, sigma=0.02: -3.3753e-04, -3.3541e-04
  Gaussian absorption, x=1.20, sigma=0.10: 2.0857e-03, 2.0686e-03
  false emission, x=1.00, sigma=0.01: 0.06931, 0.06914
  tetrahedron, x=1.05, h=0.02: -8.7051e-04, -8.9443e-04
  tetrahedron, x=1.05, h=0.03: -1.9591e-03, -2.0125e-03
Largest missed pocket at h=0.05: 0.0750 meV above threshold
```
